# The Uehling potential and its shift of hydrogenic s levels

**Q.** You say that empty space changes the Coulomb field of a nucleus. What is there to polarise?

**A.** The filled negative-energy states of the Dirac equation. I use $\hbar=c=m=1$, with $m$ the electron mass, so lengths are in units of $\hbar/mc=386.16$ fm. The nucleus is a static point charge $Ze$, and $V(\mathbf r)$ is the potential energy of an electron in its field. The sea electrons obey $h=\boldsymbol\alpha\cdot\mathbf p+\beta$, with energies $\pm E$ and $E=\sqrt{1+p^2}$. The uniform density of the undisturbed sea is dropped; we need its change, to first order in $V$.

An occupied state $v$ acquires admixtures of the empty states $c$, so that

$$\delta n(\mathbf r)=\sum_{v,c}\left[v^\dagger(\mathbf r)c(\mathbf r)\frac{\langle c|V|v\rangle}{E_v-E_c}+\text{c.c.}\right].$$

Mixing between two occupied states cancels in pairs, because exchanging them reverses the denominator. For the Fourier component $V(q)e^{i\mathbf q\cdot\mathbf r}$, the two momenta are $\mathbf p_{1,2}=\mathbf p\pm\mathbf q/2$. The denominator is $-(E_1+E_2)$. The term written out and its conjugate contribute equally, hence

$$\delta n(q)=-2V(q)\int\!\frac{d^3p}{(2\pi)^3}\,\frac{T}{E_1+E_2},\qquad T=\mathrm{Tr}[\Lambda_+(\mathbf p_1)\Lambda_-(\mathbf p_2)],$$

where $\Lambda_\pm=\frac12(1\pm h/E)$ project on positive and negative energies.

**Q.** Why should the two terms be equal? And the trace hides all the spinors.

**A.** Both points follow from $\mathrm{Tr}\,h=0$ and $\mathrm{Tr}\,h(\mathbf p_1)h(\mathbf p_2)=4(\mathbf p_1\cdot\mathbf p_2+1)$. They give

$$T=1-\frac{\mathbf p_1\cdot\mathbf p_2+1}{E_1E_2},$$

which is unchanged when the signs of both projectors are reversed. Since $\mathbf p_1-\mathbf p_2=\mathbf q$,

$$\mathbf p_1\cdot\mathbf p_2=\tfrac12(p_1^2+p_2^2-q^2)=\tfrac12(E_1^2+E_2^2-2-q^2).$$

Insertion leaves

$$T=\frac{q^2-(E_1-E_2)^2}{2E_1E_2}.$$

It vanishes at $q=0$, as it must: a constant potential moves no charge.

**Q.** You still have a three-dimensional integral with two square roots.

**A.** The energies themselves are the convenient variables. Take $\mathbf p_1$ as integration variable, with $\theta$ its angle to $\mathbf q$. At fixed $p_1$, $p_2^2=p_1^2+q^2-2p_1q\cos\theta$ gives $p_2\,dp_2=p_1q\,|d\cos\theta|$. With $p\,dp=E\,dE$,

$$d^3p=2\pi p_1^2dp_1|d\cos\theta|=\frac{2\pi}{q}E_1E_2\,dE_1dE_2=\frac{\pi}{q}E_1E_2\,ds\,dd,$$

where $s=E_1+E_2$, $d=E_1-E_2$, and $dE_1dE_2=\frac12ds\,dd$.

For the limits, split $\mathbf p$ into $k$ along $\mathbf q$ and $p_\perp$ across it. Then $E_1^2-E_2^2=2kq=sd$, and $2(E_1^2+E_2^2)=s^2+d^2$ gives

$$s^2+d^2=4+4p_\perp^2+q^2+s^2d^2/q^2.$$

The condition $p_\perp^2\ge0$ becomes

$$d^2\le q^2\beta^2,\qquad \beta^2=1-\frac4{M^2},\qquad M^2=s^2-q^2\ge4.$$

Here the number $\beta$ is no longer the Dirac matrix. $M$ is the invariant mass of an electron–positron pair with energy $s$ and momentum $q$. Now

$$\int\!d^3p\,\frac Ts=\frac\pi q\int\!\frac{ds}{s}\int_{-\beta q}^{\beta q}\!\frac{q^2-d^2}{2}\,dd=\pi q^2\int\!\frac{ds}{s}\left(\beta-\frac{\beta^3}{3}\right).$$

At fixed $q$, $s\,ds=M\,dM$, so $ds/s=M\,dM/(M^2+q^2)$. Also $\beta-\beta^3/3=\frac23\beta(1+2/M^2)$. Therefore

$$\delta n(q)=-\frac{q^2}{4\pi^2}V(q)J(q),\qquad J(q)=\frac23\int_2^\infty\!\frac{M\,dM}{M^2+q^2}\,\beta\left(1+\frac2{M^2}\right).$$

Electrons repel one another with the Fourier-space interaction $4\pi\alpha/q^2$, so the displaced sea adds the potential energy $-(\alpha/\pi)J(q)V(q)$.

**Q.** But $J$ is infinite. Its integrand falls off like $1/M$.

**A.** It is, and a cutoff must be kept until an observable quantity is formed. Call the potential of the bare nucleus $V_0$. To first order in $\alpha$,

$$V_{\rm tot}(q)=V_0(q)\left[1-\frac\alpha\pi J(q)\right].$$

Charge is measured by the force at large distance, that is, at $q\to0$. The measured charge therefore defines $-4\pi Z\alpha/q^2=V_0(q)[1-(\alpha/\pi)J(0)]$. Eliminating $V_0$ to the same order,

$$V_{\rm tot}(q)=-\frac{4\pi Z\alpha}{q^2}\left[1+\frac\alpha\pi P(q)\right],\qquad P(q)=J(0)-J(q).$$

From $1/M-M/(M^2+q^2)=q^2/[M(M^2+q^2)]$,

$$P(q)=\frac{2q^2}{3}\int_2^\infty\!\frac{dM}{M(M^2+q^2)}\,\beta\left(1+\frac2{M^2}\right).$$

The quantity $(\alpha/\pi)P$ is the subtracted vacuum polarisation function. This integral converges, since its integrand falls like $M^{-3}$.

**Q.** A difference of two infinities can depend on how each was cut off. You cut in $M$; I might cut in $p$.

**A.** For large $p$, $M=2p+O(1/p)$ at fixed $q$. The surfaces $M=2\Lambda$ and $p=\Lambda$ enclose between them a shell of thickness $O(1/\Lambda)$ and volume $O(\Lambda)$. The integrand of $J$ there is of order $T/(q^2s)\sim\Lambda^{-3}$. The two prescriptions differ by $O(\Lambda^{-2})$, which vanishes.

**Q.** Can $P$ be written without an integral?

**A.** Yes, with $\beta$ as variable. From $M^2=4/(1-\beta^2)$ we have $dM/M=\beta\,d\beta/(1-\beta^2)$ and $1+2/M^2=(3-\beta^2)/2$. With $w^2=1+4/q^2$, also $q^2/(M^2+q^2)=(1-\beta^2)/(w^2-\beta^2)$. Thus

$$P=\frac13\int_0^1\!d\beta\,\frac{\beta^2(3-\beta^2)}{w^2-\beta^2}.$$

Polynomial division turns the integrand into $\beta^2+w^2-3+w^2(3-w^2)/(w^2-\beta^2)$, and

$$P=\frac13\left[w^2-\frac83+\frac{w(3-w^2)}2\ln\frac{w+1}{w-1}\right].$$

For small $q$, $w^2\to4/q^2$ in the integral gives $P\to(q^2/12)(1-\frac15)=q^2/15$. For large $q$, $w-1\to2/q^2$ gives $P\to\frac13(2\ln q-\frac53)$. The effective charge grows logarithmically with momentum transfer.

**Q.** I want a potential in space.

**A.** Multiply $-4\pi Z\alpha/q^2$ by $(\alpha/\pi)P$. The factor $q^2$ cancels, leaving a sum over $M$ of terms $4\pi/(q^2+M^2)$. Each is the transform of $e^{-Mr}/r$, because $(-\nabla^2+M^2)(e^{-Mr}/r)=4\pi\delta(\mathbf r)$. Setting $M=2t$,

$$V_{\rm tot}(r)=-\frac{Z\alpha}{r}\left[1+\frac{2\alpha}{3\pi}\chi(r)\right],$$

$$\chi(r)=\int_1^\infty\!dt\,W(t)e^{-2rt},\qquad W(t)=\frac{\sqrt{t^2-1}}{t^2}\left(1+\frac1{2t^2}\right).$$

The second term of $V_{\rm tot}$ is the Uehling potential, $U(r)$. In ordinary units the exponent is $-2mcrt/\hbar$.

**Q.** The sign troubles me. A polarised medium screens, yet your correction strengthens the attraction.

**A.** The sea does screen: $V<0$ gives $\delta n>0$ before subtraction. But $Z$ is the charge seen from far away, where screening is complete. An electron closer in sees more of the larger bare charge. Since $W>0$, $U$ is attractive at every $r$.

**Q.** How strong does it become close in? Setting $r=0$ in $\chi$ gives a divergent integral.

**A.** The divergence comes from $W\to1/t$ at large $t$, so separate that part. With $x=2rt$ and an integration by parts,

$$\int_1^\infty\!\frac{e^{-2rt}}t\,dt=-e^{-2r}\ln2r+\int_{2r}^\infty\!e^{-x}\ln x\,dx\to-\ln2r-\gamma_E,$$

where $\gamma_E=-\int_0^\infty e^{-x}\ln x\,dx=0.5772$ is Euler's constant. In the remainder we may put $r=0$:

$$\int_1^\infty\!\left(W-\frac1t\right)dt=\left[\ln\frac{t+\sqrt{t^2-1}}t-\frac{\sqrt{t^2-1}}t+\frac{(t^2-1)^{3/2}}{6t^3}\right]_1^\infty=\ln2-\frac56.$$

The linear term follows from $\chi'=-2\int tW e^{-2rt}dt$. Write $tW=1+(tW-1)$. The first part integrates to $e^{-2r}/2r=1/2r-1+O(r)$. For the second,

$$\int_1^\infty\!\left(\frac{\sqrt{t^2-1}}t-1\right)dt=1-\frac\pi2,\qquad \frac12\int_1^\infty\!\frac{\sqrt{t^2-1}}{t^3}\,dt=\frac\pi8;$$

the primitive in the first is $\sqrt{t^2-1}-\arccos(1/t)-t$, and $t=1/\cos\theta$ makes the second $\frac12\int_0^{\pi/2}\sin^2\theta\,d\theta$. So $\chi'=-1/r+3\pi/4+O(r)$, the error being $O(r)$ because $tW-1$ falls like $t^{-4}$. Altogether,

$$\chi(r)=-\ln r-\gamma_E-\frac56+\frac{3\pi}4r+O(r^2),\qquad r\ll1.$$

The logarithm does not threaten first-order theory at any distance of atomic interest: $(2\alpha/3\pi)\ln(1/r)$ reaches one near $\ln(1/r)=646$.

**Q.** And far out? I expect $e^{-2r}$, since the lightest pair has mass 2.

**A.** With a factor $r^{-3/2}$ in front. Integrating over the pair masses above the threshold supplies $1/r$, and the square-root vanishing of $W$ at the threshold supplies a further $r^{-1/2}$. Put $t=1+u$. For small $u$, the factors of $W$ are $\sqrt{2u}(1+u/4)$, $1-2u$ and $\frac32(1-2u/3)$, so

$$W=\frac32\sqrt{2u}\left(1-\frac{29}{12}u+\dots\right).$$

Use $\int_0^\infty\sqrt u\,e^{-2ru}du=\sqrt\pi/[2(2r)^{3/2}]$. An extra factor $u$ multiplies this integral by $3/(4r)$. Hence

$$\chi(r)=\frac{3\sqrt\pi}8\,\frac{e^{-2r}}{r^{3/2}}\left[1-\frac{29}{16r}+\dots\right],\qquad r\gg1.$$

**Q.** Between the two, which formula may I use?

**A.** Near $r=1$, neither; use the integral. I evaluated it with $t=\cosh s$ and the trapezoidal rule in $s$. The last column is $U$ divided by the Coulomb potential, with $2\alpha/3\pi=1.5485\times10^{-3}$.

| $r$ ($\hbar/mc$) | $\chi$ | ratio |
|---|---|---|
| 0.01 | 3.218 | $4.98\times10^{-3}$ |
| 0.1 | 1.114 | $1.72\times10^{-3}$ |
| 1 | 0.0359 | $5.56\times10^{-5}$ |
| 5 | $2.02\times10^{-6}$ | $3.13\times10^{-9}$ |

At $r=0.1$ the short-range form gives 0.892 without its linear term and 1.128 with it. The leading long-range form is still 33% above the exact $\chi$ at $r=5$ and 9% above it at $r=20$. With the $1/r$ correction it is 15% and 1% too low, respectively. The long-range form is approached slowly, with a relative error that falls only as a power of $1/r$.

**Q.** Now the levels. How does so short-ranged a potential shift an s state?

**A.** For $\kappa=Z\alpha\ll1$ the atom's length $1/\kappa$ is much larger than the range of $U$, which then acts almost as a contact term. Its strength is the volume integral. Since $4\pi\int_0^\infty re^{-2tr}dr=\pi/t^2$,

$$\int\!U\,d^3r=-\frac{2Z\alpha^2}3\int_1^\infty\!\frac W{t^2}\,dt=-\frac{4Z\alpha^2}{15}.$$

Here $t=1/\cos\theta$ turns the $t$ integral into $\int_0^{\pi/2}\sin^2\theta\cos\theta(1+\frac12\cos^2\theta)\,d\theta=\frac25$.

The Schrödinger radial function of an ns state is

$$R_n(r)=\frac2n\left(\frac\kappa n\right)^{3/2}e^{-\kappa r/n}L^{1}_{n-1}\!\left(\frac{2\kappa r}n\right),\qquad L^1_{n-1}(0)=n,$$

with $L^1_{n-1}$ an associated Laguerre polynomial. Thus $|\psi_n(0)|^2=R_n(0)^2/4\pi=\kappa^3/\pi n^3$, and first-order perturbation theory gives

$$\Delta E_{ns}\simeq-\frac{4\alpha}{15\pi}\,\frac{(Z\alpha)^4}{n^3}\,mc^2.$$

**Q.** The density is not constant over the range of $U$. What does that cost?

**A.** Near the nucleus, cancelling the $1/r$ terms in the Schrödinger equation requires $\psi'(0)=-\kappa\psi(0)$, so $|\psi|^2\simeq|\psi(0)|^2(1-2\kappa r)$ for every $n$. The additional moment uses $4\pi\int_0^\infty r^2e^{-2tr}dr=\pi/t^3$ and

$$\int_1^\infty\!\frac W{t^3}\,dt=\int_0^{\pi/2}\!\sin^2\theta\cos^2\theta\left(1+\tfrac12\cos^2\theta\right)d\theta=\frac\pi{16}+\frac\pi{64}=\frac{5\pi}{64}.$$

The contact shift is therefore multiplied by

$$1-2\kappa\,\frac{5\pi/64}{2/5}=1-\frac{25\pi}{64}Z\alpha,$$

up to terms of higher order in $Z\alpha$.

**Q.** Put in hydrogen.

**A.** Take an infinitely heavy nucleus. The coefficient is $4\alpha/15\pi=0.4\times1.5485\times10^{-3}=6.194\times10^{-4}$, and $\alpha^4=(1/137.036)^4=2.836\times10^{-9}$. For 1s,

$$\Delta E=-6.194\times10^{-4}\times2.836\times10^{-9}\times510\,999\ \text{eV}=-8.98\times10^{-7}\ \text{eV},$$

or $-217.0$ MHz as a frequency. Dividing by $n^3$ gives $-27.1$ MHz for 2s and $-8.04$ MHz for 3s. Radial quadrature of $R_n^2U$ gives $-215.1$, $-26.9$ and $-7.97$ MHz. Each is 0.9911 of its contact value; the cusp formula predicts 0.9910.

**Q.** In a heavy ion, $1/Z\alpha$ is no longer large, and the electron is relativistic. Does the $Z^4$ law survive?

**A.** Not as it stands. For 1s the Dirac problem with a point nucleus can be done directly. The radial equations for the large and small components $G$ and $F$ are

$$\left(1-\frac\kappa r\right)G-F'-\frac Fr=EG,\qquad G'-\frac Gr-\left(1+\frac\kappa r\right)F=EF.$$

Try $G=r^ge^{-ar}$ and $F=bG$. The $1/r$ terms require $b(g+1)=-\kappa$ and $g-1=b\kappa$, so $g=\sqrt{1-\kappa^2}$. The constant terms, $1-E=-ab$ and $a=-b(1+E)$, then give $E=g$ and $a=\kappa$. The normalised radial density is

$$\rho(r)=\frac{(2\kappa)^{2g+1}}{\Gamma(2g+1)}\,r^{2g}e^{-2\kappa r}.$$

The average of one Yukawa term is a gamma-function integral:

$$\left\langle\frac{e^{-2tr}}r\right\rangle=\frac{(2\kappa)^{2g+1}}{\Gamma(2g+1)}\,\frac{\Gamma(2g)}{(2\kappa+2t)^{2g}}=\frac\kappa g\left(\frac\kappa{\kappa+t}\right)^{2g}.$$

Hence

$$\Delta E_{1s}=-\frac{2\alpha}{3\pi}\,\frac{(Z\alpha)^2}g\int_1^\infty\!dt\,W(t)\left(\frac{Z\alpha}{Z\alpha+t}\right)^{2g}.$$

Setting $g=1$ restores the Schrödinger density with the full range of $U$ retained. The 1s shifts of one-electron ions, in eV, are:

| $Z$ | contact | Schrödinger | Dirac |
|---|---|---|---|
| 20 | $-0.1436$ | $-0.1213$ | $-0.1297$ |
| 50 | $-5.61$ | $-3.80$ | $-5.29$ |
| 80 | $-36.8$ | $-20.6$ | $-45.6$ |

Two effects compete. At $Z=80$ the finite range multiplies the contact value by 0.559, because the density falls appreciably within the range of $U$. Replacing the Schrödinger density by the Dirac one, which is larger near the nucleus, multiplies the result by 2.220. The product is 1.241. At $Z=50$ the factors are 0.6774 and 1.3914, with product 0.9425. The contact value there exceeds the Dirac value in magnitude by only 6.1% of the Dirac value, through a cancellation of two large errors.

**Q.** Is first-order perturbation theory still good at $Z=80$?

**A.** For this potential, yes. I diagonalised the radial Dirac Hamiltonian with and without $U$, expanding both components in seven functions $r^ge^{-ar}$ with $a/\kappa$ from $2.2^{-2}$ to $2.2^4$ in steps of a factor 2.2. The 1s level moves by $-45.72$ eV instead of $-45.64$ eV, a difference of 0.18% of the first-order shift in this basis. The basis is small: integrating the radial equations directly, with no basis, leaves the shift at $-45.72$ eV but moves the difference to 0.19%.

**Q.** Then may I compare $-45.7$ eV with a measured level?

**A.** No. The model behind that number leaves out several effects, among them these three. The nucleus is a point, so the Dirac density per unit volume diverges as $r^{2g-2}$ at the origin; a nucleus of finite size removes that divergence and also smooths $U$. The sea was treated to first order in the nuclear field, while $Z\alpha=0.58$ at $Z=80$ is not small. And the electron's self-energy, a separate radiative correction, is absent. The Uehling shift is only one contribution to the level energy, and its value must itself be recomputed for a nucleus of finite size. For a uniformly charged sphere of rms radius 5.4 to 5.5 fm at $Z=80$ it becomes $-44.8$ eV, about 2% smaller, while the finite size raises the 1s level itself by about 54 eV, more than the whole Uehling shift.
